\section*{Stress from the Smooth PAW Exchange-Correlation Energy with Rigid Cores, part 3}

In Hartree atomic units, the smooth PAW exchange-correlation energy per cell $\Omega$ is $\tilde E=\int_\Omega f(\rho,\gamma)\,d^3r$, with $\rho=\tilde n+\tilde n_c$ and $\gamma=|\nabla\rho|^2$; subscripts on $f$ denote derivatives. The valence density $\tilde n=\sum_nw_n|\tilde\psi_n|^2$ has plane-wave coefficients $c_{n\mathbf G}$, held fixed under strain, self-consistent or not (part (a)); $S$ is the PAW overlap. Rigid spherical cores $n_a(r)$ at $\boldsymbol\tau_a$ form $\tilde n_c$, with charges $Q_a=F_a(0)$. The strain derivative $\mathsf d_{\alpha\beta}=\partial/\partial\epsilon_{\alpha\beta}$ is taken at fixed fractional coordinates, $\sigma_{\alpha\beta}=\frac1\Omega\,\mathsf d_{\alpha\beta}\tilde E$, $P=-\tfrac13\,\mathrm{tr}\,\sigma$, and $u(\mathbf r)=\sum_{\mathbf G}u(\mathbf G)e^{i\mathbf G\cdot\mathbf r}$. A program tests the results. Earlier parts gave, for periodic $u$,
\begin{align}
\mathsf d_{\alpha\beta}G_\mu&=-\delta_{\mu\beta}G_\alpha,\qquad
\mathsf d_{\alpha\beta}G=\frac{G_\mu\,\mathsf d_{\alpha\beta}G_\mu}{G}=-\frac{G_\alpha G_\beta}{G}\quad(\mathbf G\neq0),\label{eq:dG}\\
\mathsf d_{\alpha\beta}(\partial_\mu u)&=\partial_\mu(\mathsf d_{\alpha\beta}u)-\delta_{\mu\beta}\,\partial_\alpha u ,\label{eq:dgrad}\\
\mathsf d_{\alpha\beta}\tilde n&=-\delta_{\alpha\beta}\,\tilde n ,\label{eq:dn}\\
\mathsf d_{\alpha\beta}\tilde n_c&=-\delta_{\alpha\beta}\,\tilde n_c+\Delta_{\alpha\beta},\label{eq:dnc}\\
\Delta_{\alpha\beta}(\mathbf G)&=-\frac1\Omega\sum_ae^{-i\mathbf G\cdot\boldsymbol\tau_a}F_a'(G)\,\frac{G_\alpha G_\beta}{G}\quad(\mathbf G\ne0),\label{eq:Delta}\\
\tilde n_c(\mathbf G)&=\frac1\Omega\sum_ae^{-i\mathbf G\cdot\boldsymbol\tau_a}F_a(G),\qquad
F_a(q)=4\pi\int_0^\infty r^2n_a(r)\,j_0(qr)\,dr ,\label{eq:F}\\
F_a'(q)&=-4\pi\int_0^\infty r^3n_a(r)\,j_1(qr)\,dr ,\label{eq:dF}\\
\frac{F_a'(q)}{q}&\to\kappa_a=-\frac{4\pi}3\int_0^\infty r^4n_a(r)\,dr\qquad(q\to0),\label{eq:kappa}\\
\int_\Omega\big[f_\rho u+2f_\gamma\nabla\rho\cdot\nabla u\big]d^3r&=\int_\Omega v\,u\,d^3r,\qquad v=f_\rho-2\nabla\cdot(f_\gamma\nabla\rho),\label{eq:v}\\
\Omega\sigma_{\alpha\beta}&=T^{\rm vol}_{\alpha\beta}+T^{\rm grad}_{\alpha\beta}+T^{\rm ff}_{\alpha\beta},\label{eq:result}\\
T^{\rm vol}_{\alpha\beta}&=\delta_{\alpha\beta}\Big[\tilde E-\int_\Omega v\rho\,d^3r\Big],\label{eq:vol}\\
T^{\rm grad}_{\alpha\beta}&=-2\int_\Omega f_\gamma\,\partial_\alpha\rho\,\partial_\beta\rho\,d^3r,\label{eq:gradt}\\
T^{\rm ff}_{\alpha\beta}&=-\sum_{\mathbf G\ne0}v^*(\mathbf G)\sum_ae^{-i\mathbf G\cdot\boldsymbol\tau_a}F_a'(G)\frac{G_\alpha G_\beta}{G},\label{eq:ff}\\
\int v\rho&=\int\rho f_\rho+2\int\gamma f_\gamma.\label{eq:ident}
\end{align}
Affine cores, which deform like $\tilde n$, give $T^{\rm vol}+T^{\rm grad}$ alone. For exchange obeying uniform coordinate scaling,
\begin{align}
\mathrm{tr}(T^{\rm vol}+T^{\rm grad})&=3E_x-3\!\int\!\rho f_\rho-6\!\int\!\gamma f_\gamma-2\!\int\!\gamma f_\gamma\nonumber\\
&=3E_x-4E_x=-E_x .
\label{eq:scal}
\end{align}
With $D_{\alpha\beta}=\mathsf d_{\alpha\beta}\tilde n_c$,
\begin{align}
\Omega\sigma_{\alpha\beta}&=\delta_{\alpha\beta}\Big[\tilde E-\int v\tilde n\Big]+T^{\rm grad}_{\alpha\beta}+\int vD_{\alpha\beta},\label{eq:real}\\
T^{\rm ff}_{\alpha\beta}&=-\sum_a\int n_a(s)\,s_\beta\,\partial_\alpha v(\boldsymbol\tau_a+\mathbf s)\,d^3s .\label{eq:virial}
\end{align}
Errors found in part (f): the valence-only volume term of (\ref{eq:real}) with $T^{\rm ff}$ adds $\delta_{\alpha\beta}\int v\tilde n_c$; $f_\rho$ for $v$ in (\ref{eq:vol}) adds $2\delta_{\alpha\beta}\int\gamma f_\gamma$.

For collinear spin, $\rho_s=\tilde n_s+\frac12\tilde n_c$, $\mathbf h_\uparrow=2f_{\uparrow\uparrow}\nabla\rho_\uparrow+f_{\uparrow\downarrow}\nabla\rho_\downarrow$ (likewise $\mathbf h_\downarrow$), $v_s=f_s-\nabla\cdot\mathbf h_s$, $\bar v=\frac12(v_\uparrow+v_\downarrow)$ and
\begin{align}
\Omega\sigma_{\alpha\beta}={}&\delta_{\alpha\beta}\Big[\tilde E-\sum_s\!\int\! v_s\rho_s\Big]-\sum_s\!\int\! h_{s,\alpha}\,\partial_\beta\rho_s\nonumber\\
&-\sum_{\mathbf G\ne0}\bar v^*(\mathbf G)\sum_ae^{-i\mathbf G\cdot\boldsymbol\tau_a}F_a'(G)\frac{G_\alpha G_\beta}G .
\label{eq:spin}
\end{align}

\section*{(h) Finite grids}

\emph{Problem.} In practice $\tilde E_N=(\Omega/N)\sum_jf(\rho_j,\gamma_j)$ on $N=N_1N_2N_3$ points of fixed fractional coordinates, with the core synthesized from (\ref{eq:F}) on the $N$ grid vectors and gradients taken by discrete Fourier transform. Under what conditions is (\ref{eq:result}), evaluated on the grid, the exact derivative of $\tilde E_N$?

\emph{Solution.} Let all $N_i$ be odd and $|m_i|\le(N_i-1)/2$, a set closed under $\mathbf G\to-\mathbf G$. The discrete gradient is the matrix
\begin{equation}
(\nabla_\mu)_{jk}=\frac1N\sum_{\mathbf G}iG_\mu\,e^{i\mathbf G\cdot(\mathbf r_j-\mathbf r_k)} .
\end{equation}
Complex conjugation is the same as relabelling $\mathbf G\to-\mathbf G$, so the matrix is real. Exchanging $j$ and $k$ and relabelling reverses the sign of $iG_\mu$ only, so it is antisymmetric. The derivation of part (d) used five facts, and each has an exact discrete counterpart. Equation (\ref{eq:dn}) holds at each point. Equation (\ref{eq:dnc}) holds term by term in the finite sum. The phases in $\nabla_\mu$ are invariant and (\ref{eq:dG}) gives $\mathsf d_{\alpha\beta}\nabla_\mu=-\delta_{\mu\beta}\nabla_\alpha$, which is (\ref{eq:dgrad}). Antisymmetry gives $\sum_jh_{\mu j}(\nabla_\mu u)_j=-\sum_ju_j(\nabla_\mu h_\mu)_j$, which is (\ref{eq:v}) with $v_j=f_{\rho,j}-(\nabla_\mu h_\mu)_j$. Finally $\sum_je^{i(\mathbf G-\mathbf G')\cdot\mathbf r_j}=N\delta_{\mathbf G\mathbf G'}$ within the set reproduces the reciprocal sum (\ref{eq:ff}) with the discrete transform of $v_j$.

The formula is thus the exact derivative of $\tilde E_N$ at fixed $N_i$ whether or not the grid is converged, provided $v$ is formed with the same matrix, applied to the product $\mathbf h=2f_\gamma\nabla\rho$. Expanding the divergence analytically into second derivatives of $f$ and $\rho$ uses the product rule, which the discrete gradient obeys only when the products fit on the grid. With an even $N_i$ the index $-N_i/2$ has no partner, and dropping such components in gradient and core alike restores a closed set and the argument. If the core sum is cut off on a sphere, the retained indices must be frozen under strain. The truncated core series oscillates, and the assumption $\rho_j>0$ has to survive this. Agreement with finite differences of $\tilde E_N$ tests the derivative and says nothing about convergence with $N$. The odd-grid statement is tested on a coarse grid.

\section*{(i) Worked example}

\emph{Problem.} A model with round parameters has lattice vectors $(5,0,0)$, $(1,5.5,0)$, $(0.5,-0.5,6)$ bohr. Two cores $n(r)=c(1+br^2)e^{-ar^2}$, with $c$ in bohr$^{-3}$ and $b,a$ in bohr$^{-2}$, have $(c,b,a)=(1,0,2)$ for A at fractional position $(0.1,0.2,0.15)$ and $(0.3,1,1.5)$ for B at $(0.55,0.6,0.7)$. Two orbitals of occupation 2 have coefficients, by index $(m_1,m_2,m_3)$: orbital 1, $0.9$ at $(0,0,0)$, $0.2$ at $(1,0,0)$, $0.15i$ at $(0,1,0)$, $-0.1$ at $(1,1,1)$; orbital 2, $0.6$ at $(1,0,0)$, $0.5$ at $(0,0,1)$, $0.3+0.2i$ at $(0,-1,1)$. With PBE on a $25\times27\times29$ grid, find the form factors, the contribution of $\pm\mathbf b_1$ to $T^{\rm ff}_{xx}$, the three terms, the stress and pressure, and the size of the errors of part (f).

\emph{Solution.} The lattice matrix is triangular, so $\Omega=5\times5.5\times6=165$ bohr$^3$. The smooth valence charge is $\sum_nw_n\sum_{\mathbf G}|c_{n\mathbf G}|^2=2(0.8825+0.74)=3.245$. It need not be an integer, since pseudo orbitals are normalized with $S$. The orbitals are not self-consistent, which part (a) allows for this term. The density on the grid lies between $0.002839$ and $1.003217$ bohr$^{-3}$.

The three-dimensional transform of a Gaussian factorizes, and completing the square in each factor gives $\int e^{-ax^2-iqx}dx=(\pi/a)^{1/2}e^{-q^2/4a}$, so $e^{-ar^2}$ has form factor $(\pi/a)^{3/2}e^{-q^2/4a}$. Since $r^2e^{-ar^2}=-\partial_ae^{-ar^2}$, applying $-\partial_a$ multiplies this by $3/2a-q^2/4a^2$. Then
\begin{align}
F(q)&=K(q)\Big[1+b\Big(\frac3{2a}-\frac{q^2}{4a^2}\Big)\Big],\qquad K(q)=c\Big(\frac\pi a\Big)^{3/2}e^{-q^2/4a},\\
F'(q)&=-\frac q{2a}F(q)-\frac{bq}{2a^2}K(q),
\end{align}
where the first term of $F'$ comes from the exponential and the second from the bracket. The program evaluates (\ref{eq:F}) and (\ref{eq:dF}) by radial quadrature and tests them, and the limit (\ref{eq:kappa}), against the closed form of $F$. The charges are $Q_A=(\pi/2)^{3/2}=1.968701$ and $Q_B=0.3\,(\pi/1.5)^{3/2}\times2=1.818608$. The slopes, in bohr$^2$, are $\kappa_A=-Q_A/4=-0.492175$ and, with $K_B(0)=Q_B/2$, $\kappa_B=-Q_B/3-Q_B/9=-0.808270$.

The vector $\mathbf b_1=(1.256637,-0.228479,-0.123760)$ bohr$^{-1}$ has length $q=1.283221$, where $F_A=1.602463$ and $F_B=1.255695$. For A, $F_A'=-(1.283221/4)(1.602463)=-0.514079$ bohr. For B the bracket is $2-q^2/9=1.817038$, so $K_B=1.255695/1.817038=0.691067$ and
\begin{equation}
F_B'=-\frac{1.283221}{3}(1.255695)-\frac{1.283221}{4.5}(0.691067)=-0.537111-0.197065=-0.734176 .
\end{equation}
The phases $\mathbf b_1\cdot\boldsymbol\tau$ are $2\pi\times0.1=36^\circ$ and $2\pi\times0.55=198^\circ$, so $e^{-i\mathbf b_1\cdot\boldsymbol\tau}$ equals $0.809017-0.587785i$ and $-0.951057+0.309017i$. The sum over atoms has real part $-0.41590+0.69824=0.28234$ and imaginary part $0.30217-0.22687=0.07530$, in agreement with the printed $0.282345+0.075295i$. The potential has $v(\mathbf b_1)=-0.006340+0.002374i$ Ha, so
\begin{equation}
\mathrm{Re}\Big[v^*\sum_ae^{-i\mathbf b_1\cdot\boldsymbol\tau_a}F_a'\Big]=(-0.006340)(0.282345)+(0.002374)(0.075295)=-0.001611 .
\end{equation}
With $G_x^2/G=1.256637^2/1.283221=1.2306$, the pair contributes $-2(-0.001611)(1.2306)=+0.00397$ Ha to $T^{\rm ff}_{xx}$. This share is small and opposite in sign to the full sum, $-0.522577$ Ha. The two phases differ by $162^\circ$, so the atomic terms largely cancel: the modulus of their sum is $0.292$, against $0.514+0.734=1.248$ if they were in phase. The potential coefficient is small as well, $|v(\mathbf b_1)|=0.00677$ Ha, and for this value of $v(\mathbf b_1)$ the pair is bounded by $2(0.00677)(1.248)(1.2306)=0.021$ Ha in magnitude whatever the relative phase of the atomic terms. The bound belongs to this potential only. Since $v$ is evaluated on a density that contains the cores, moving the cores into phase changes $v(\mathbf b_1)$ as well, and the bound does not apply to that crystal. A single pair has no definite sign, and the bulk of $T^{\rm ff}_{xx}$ comes from other vectors.

The integrals are $\tilde E=-2.877784$ Ha and $\int v\rho=-3.723119$ Ha. The latter splits as $\int v\tilde n+\int v\tilde n_c=-1.190028-2.533092$ and, by (\ref{eq:ident}), as $\int\rho f_\rho+2\int\gamma f_\gamma=-3.554210-0.168909$. The volume term is $-2.877784+3.723119=0.84534$ Ha on each diagonal element. The diagonal components of $\Omega\sigma$ in Ha are
\begin{center}
\begin{tabular}{lrrr}
 & $xx$ & $yy$ & $zz$\\
volume & 0.845336 & 0.845336 & 0.845336\\
gradient & 0.058866 & 0.051263 & 0.058781\\
form factor & $-0.522577$ & $-0.510722$ & $-0.529840$\\
total & 0.381625 & 0.385876 & 0.374277
\end{tabular}
\end{center}
and the shear components, to which the volume term adds nothing, are
\begin{center}
\begin{tabular}{lrrr}
 & $yz$ & $xz$ & $xy$\\
gradient & 0.000624 & $-0.007632$ & 0.000547\\
form factor & $-0.003149$ & 0.015171 & 0.001263\\
total & $-0.002525$ & 0.007539 & 0.001810
\end{tabular}
\end{center}
The trace of the gradient row is $0.16891$ Ha, equal to $-2\int\gamma f_\gamma$ as part (d) requires. The finite-difference reference with rigid cores differs from the totals by at most $1.3\times10^{-12}$ Ha in any component of $\Omega\sigma$. The reference with affine cores gives $0.904201$ Ha for $xx$, which is $0.845336+0.058866$ within rounding, and its shear components are those of the gradient row. The real-space form has $\int vD_{xx}=2.010515$ Ha, equal to $-0.522577+2.533092$, and (\ref{eq:real}) gives $(-2.877784+1.190028)+0.058866+2.010515=0.381625$ Ha.

Dividing by the volume, $\sigma_{xx}=0.381625/165=2.3129\times10^{-3}$ Ha/bohr$^3$. With $1$ Ha/bohr$^3=29421$ GPa the tensor is $68.0$, $68.8$, $66.7$ GPa on the diagonal and $-0.45$, $1.34$, $0.32$ GPa for $yz$, $xz$, $xy$. The pressure is
\begin{equation}
P=-\frac{0.381625+0.385876+0.374277}{3\times165}=-2.3066\times10^{-3}\ \text{Ha/bohr}^3=-67.9\ \text{GPa},
\end{equation}
made up of $-150.7$ GPa from the volume term, $-10.0$ GPa from the gradient term and $+92.9$ GPa from the form-factor term. In this model the last cancels $58\%$ of the affine-core pressure of $-160.8$ GPa. Its negative trace means, by (\ref{eq:virial}), that $v$ rises outward from the cores on the weighted average. These pressures belong to one term of the energy and are not the pressure of a crystal.

The valence-only volume term combined with $T^{\rm ff}$ shifts each diagonal stress by $-2.533092/165$ Ha/bohr$^3=-452$ GPa, which is $6.7$ times the mean diagonal stress of $67.9$ GPa and reverses its sign. Using $f_\rho$ for $v$ shifts it by $-0.168909/165$ Ha/bohr$^3=-30.1$ GPa, $44\%$ of the same mean.

For PBE exchange alone, $E_x=-2.635928$ Ha and $\mathrm{tr}(T^{\rm vol}+T^{\rm grad})=+2.635928$ Ha, as in (\ref{eq:scal}). All terms are linear in $f$, so correlation follows by subtraction. Its energy is $-2.877784+2.635928=-0.241856$ Ha, while its affine trace is $0.904201+0.896599+0.904116-2.635928=0.06899$ Ha, far from $-E_c$. In LDA, with $\tilde E=-2.811955$ Ha, the $xx$ component is $0.865859-0.466129=0.399730$ Ha, and the shear components $-0.002720$, $0.015011$, $0.000390$ Ha are the form-factor term alone. For occupations $(1,1)$ up and $(1,0.5)$ down, $\tilde E=-2.739367$ Ha, and (\ref{eq:spin}) and the finite differences both give $0.333003$, $0.334585$, $0.325414$ Ha on the diagonal.

On the $15\times15\times17$ grid the formula matches the finite-difference derivative of the discrete energy to $1.6\times10^{-12}$ Ha, while it differs from the fine-grid result by up to $2.8\times10^{-5}$ Ha, for instance $0.385849$ against $0.385876$ Ha in $yy$, about $7\times10^{-5}$ of that component. The first number reflects the exactness shown in part (h). The second is the difference between two discretizations, and it measures the error of the coarse grid only to the extent that the fine grid is converged. The program does not test this. On finer grids the $xx$ and $yy$ totals move by up to $5\times10^{-7}$ Ha, so their sixth decimal belongs to the $25\times27\times29$ grid, while the shift is far below the coarse-grid difference.

\section*{Values computed for the example and the checks}
\begin{verbatim}
lattice rows (bohr): [[5.0, 0.0, 0.0], [1.0, 5.5, 0.0], [0.5, -0.5, 6.0]]
Omega = 165.0000 bohr^3; grids (25, 27, 29) (15, 15, 17)
cores (c bohr^-3, b bohr^-2, a bohr^-2): [(1.0, 0.0, 2.0), (0.3, 1.0, 1.5)]
fractional positions: [[0.1, 0.2, 0.15], [0.55, 0.6, 0.7]]
orbital 1 coefficients: {(0, 0, 0): 0.9, (1, 0, 0): 0.2, (0, 1, 0): 0.15j, (1, 1, 1): -0.1}
orbital 2 coefficients: {(1, 0, 0): 0.6, (0, 0, 1): 0.5, (0, -1, 1): (0.3+0.2j)}
occupations (2.0, 2.0) spin test up (1.0, 1.0) down (1.0, 0.5)
core charges F(0) = 1.968701 1.818608 e
limit F'(q)/q = -0.492175 -0.808270 e bohr^2
smooth valence charge = 3.245000 e
rho min, max = 0.002839 1.003217 bohr^-3
E_xc PBE = -2.877784 Ha
int v rho = -3.723119 Ha
int v n_val = -1.190028 Ha; int v n_core = -2.533092 Ha
int rho f_rho = -3.554210 Ha; 2 int gamma f_gamma = -0.168909 Ha
b1 = 1.256637 -0.228479 -0.123760, |b1| = 1.283221 bohr^-1
F(b1) = 1.602463 1.255695 e
F'(b1) = -0.514079 -0.734176 e bohr
sum e^(-iG.tau) F' = 0.282345 +0.075295 i e bohr
v(b1) = -0.006340 +0.002374 i Ha
+-b1 share of form-factor xx = 0.003966 Ha
Omega*sigma in Ha, order xx yy zz yz xz xy
volume      0.845336 0.845336 0.845336 0.000000 0.000000 0.000000
gradient    0.058866 0.051263 0.058781 0.000624 -0.007632 0.000547
form factor -0.522577 -0.510722 -0.529840 -0.003149 0.015171 0.001263
total       0.381625 0.385876 0.374277 -0.002525 0.007539 0.001810
FD rigid    0.381625 0.385876 0.374277 -0.002525 0.007539 0.001810
FD affine   0.904201 0.896599 0.904116 0.000624 -0.007632 0.000547
int v D     2.010515 2.022369 2.003252 -0.003149 0.015171 0.001263
LDA volume  0.865859 0.865859 0.865859 0.000000 0.000000 0.000000
LDA form f. -0.466129 -0.453170 -0.471857 -0.002720 0.015011 0.000390
LDA FD      0.399730 0.412689 0.394002 -0.002720 0.015011 0.000390
spin total  0.333003 0.334585 0.325414 -0.001768 0.006334 0.000841
spin FD     0.333003 0.334585 0.325414 -0.001768 0.006334 0.000841
coarse tot  0.381625 0.385849 0.374292 -0.002525 0.007545 0.001807
max |formula - FD| fine 1.3e-12 Ha, coarse 1.6e-12 Ha
max |coarse - fine| = 2.77e-05 Ha
E_x = -2.635928 Ha; tr(vol+grad) exchange = 2.635928 Ha
E_xc LDA = -2.811955 Ha; E_xc spin PBE = -2.739367 Ha
1 Ha/bohr^3 = 29421.02 GPa
sigma (Ha/bohr^3) 2.3129e-03 2.3386e-03 2.2683e-03 -1.5303e-05 4.5692e-05 1.0970e-05
sigma (GPa) 68.047 68.805 66.737 -0.450 1.344 0.323
P[vol] = -5.12325e-03 Ha/bohr^3 = -150.731 GPa
P[grad] = -3.41231e-04 Ha/bohr^3 = -10.039 GPa
P[ff] = 3.15786e-03 Ha/bohr^3 = 92.907 GPa
P[tot] = -2.30662e-03 Ha/bohr^3 = -67.863 GPa
diagonal error, mixed forms = -451.673 GPa
diagonal error, f_rho for v = -30.118 GPa
\end{verbatim}
